# Weak-disorder localization length of the Anderson chain and its band-centre anomaly, part 2

An electron moves on a long chain with hopping $t>0$ and independent site energies $\varepsilon_n$, uniform on $[-W/2,W/2]$. At energy $E$ its amplitudes obey the recursion

$$ t(\psi_{n+1} + \psi_{n-1}) + \varepsilon_n \psi_n = E \psi_n . \tag{1} $$

We seek the localization length $\xi=1/\gamma$ for weak disorder, $W\ll t$, where $\gamma$ is the growth rate of the amplitude per site. Eigenstates are taken to decay at this rate, an assumption tested numerically in part (a). We set $\hbar=1$ and count lengths in sites until numbers are needed.

Set $E=2t\cos k$ with $0<k<\pi$. The amplitude $r_n>0$ and phase $\theta_n$ are defined by $\psi_n=r_n\sin\theta_n$ and $\psi_{n-1}=r_n\sin(\theta_n-k)$. The scaled site energy is $u=\varepsilon/(t\sin k)$, so $\langle u^2\rangle=W^2/(12t^2\sin^2k)$. Averages run over the disorder and all sites, and $M_m=\langle e^{2im\theta}\rangle$. The first half found

$$ \gamma = \frac{\langle u^2 \rangle}{8} \left[ 1 - 2 \langle \cos 2\theta \rangle + \langle \cos 4\theta \rangle \right] + O(\langle u^4 \rangle) , \tag{6} $$

$$ (1 - e^{2imk}) M_m = e^{2imk} \langle u^2 \rangle \left\langle e^{2im\theta} \left( 2im \sin^3 \theta \cos \theta - 2m^2 \sin^4 \theta \right) \right\rangle + O(\langle u^4 \rangle) , \tag{8} $$

with the identities

$$ \sin^3 \theta \cos \theta = \tfrac14 \sin 2\theta - \tfrac18 \sin 4\theta , \qquad \sin^4 \theta = \tfrac38 - \tfrac12 \cos 2\theta + \tfrac18 \cos 4\theta . \tag{9} $$

Phase averaging treats $\theta$ as uniformly distributed. For weak disorder it is justified at fixed nonzero $E$ inside the band, where

$$ |M_1| \approx \frac{\langle u^2 \rangle}{8 \sin k} , \qquad |M_2| \approx \frac{\langle u^2 \rangle}{8 |\sin 2k|} . \tag{10} $$

It gives

$$ \boxed{ \xi = \frac{24 (4t^2 - E^2)}{W^2} } \qquad (0 < |E| < 2t \text{ fixed}, \ W \to 0) . \tag{11} $$

At $E=0$ this would give $96\,t^2/W^2$, but the derivation excludes that energy. The example of part (f) has $t=1$ eV, $W=0.5$ eV, $E=0.6$ eV and a lattice spacing of 3 angstrom.

### (g) What is left of phase averaging at $E = 0$?

*Solution.* At $E = 0$ we have $k = \pi/2$, $\sin k = 1$, $u = \varepsilon/t$ and $e^{2imk} = (-1)^m$. For odd $m$ the factor on the left of (8) is 2, so the odd moments are still of order $\langle u^2 \rangle$. In particular $\langle \cos 2\theta \rangle$ vanishes with the disorder. For even $m$ the factor is zero, and nothing forces $M_2$ to be small. To leading order, equation (6) becomes

$$ \gamma = \frac{\langle u^2 \rangle}{8} \left[ 1 + \langle \cos 4\theta \rangle \right] . \tag{12} $$

The reason is a commensurability. Without disorder the phase advances by $\pi/2$ per site, hence by $\pi$ over two sites. That changes the sign of the wave and leaves its density unchanged. The density repeats the pattern $\sin^2 \theta, \cos^2 \theta, \sin^2 \theta, \dots$ along the chain. At a generic energy the advance of the phase carries the wave through all phases and averages them. At the band centre the free motion leaves the pattern fixed, and the weak disorder itself must determine how the patterns are distributed.

### (h) Find the phase distribution at the band centre

Let $\rho(\theta)$ be the probability density of the phase in the limit $W \to 0$, with period $\pi$. Derive an equation for it and solve it.

*Solution.* Since the odd moments vanish in this limit, $\rho$ contains harmonics $e^{2im\theta}$ with even $m$ alone, so it has period $\pi/2$. For even $m$ the left side of (8) is zero. Dividing by $\langle u^2 \rangle$ and letting $W \to 0$ gives

$$ \left\langle e^{2im\theta} \left( 2im \sin^3 \theta \cos \theta - 2m^2 \sin^4 \theta \right) \right\rangle = 0 \qquad (m \text{ even}) . $$

The identities (9) of the first half are $\sin^3 \theta \cos \theta = \frac14 \sin 2\theta - \frac18 \sin 4\theta$ and $\sin^4 \theta = \frac38 - \frac12 \cos 2\theta + \frac18 \cos 4\theta$. Their terms in $\sin 2\theta$ and $\cos 2\theta$ turn an even harmonic into odd ones, whose averages vanish. What remains can be written with

$$ A(\theta) = - \frac{\sin 4\theta}{8} , \qquad D(\theta) = \frac{3 + \cos 4\theta}{8} $$

and the test function $f = e^{2im\theta}$. Because $f' = 2im f$ and $f'' = -4m^2 f$, the condition is

$$ \left\langle A f' + \tfrac12 D f'' \right\rangle = 0 . \tag{13} $$

The functions $A$ and $D$ are the mean drift of the phase and the mean square of its random step. Both are per site, in units of $\langle u^2 \rangle$, and averaged over the two sites of the pattern.

Write the average in (13) as an integral with weight $\rho$ over one period, and integrate by parts. The boundary terms cancel by periodicity:

$$ \int_0^\pi f \left[ - (A\rho)' + \tfrac12 (D\rho)'' \right] d\theta = 0 . $$

This holds for every even harmonic. For odd harmonics the integral vanishes because the bracket has period $\pi/2$. All Fourier coefficients of the bracket are therefore zero, and so is the bracket. One integration gives a constant probability current,

$$ J = A\rho - \tfrac12 (D\rho)' . $$

Here $D' = -\frac12 \sin 4\theta$, so $A = D'/4$. Inserting this,

$$ J = \tfrac14 D' \rho - \tfrac12 D' \rho - \tfrac12 D \rho' = - \tfrac14 D' \rho - \tfrac12 D \rho' = - \tfrac12 \sqrt{D} \left( \sqrt{D} \, \rho \right)' . $$

The last form can be checked by differentiating the product. Since $D$ is nowhere zero, we may divide by $\sqrt D$:

$$ \left( \sqrt{D} \, \rho \right)' = - \frac{2J}{\sqrt{D}} . $$

The integral of the left side over a period is zero, because $\sqrt D \, \rho$ is periodic. The integral of $1/\sqrt D$ is positive. Hence $J = 0$, the product $\sqrt D \, \rho$ is constant, and

$$ \rho(\theta) = \frac{C}{\sqrt{3 + \cos 4\theta}} , \tag{14} $$

where $C$ normalizes the density.

The distribution is not uniform. It is largest at $\theta = \pi/4$ and at the points that follow at intervals of $\pi/2$, where $3 + \cos 4\theta = 2$. It is smallest halfway between them, where this sum is 4. The ratio of the largest to the smallest density is $\sqrt{4/2} = \sqrt2$.

At the most probable phases $\sin^2 \theta = \cos^2 \theta$, so the wave has equal weight on even and odd sites. The random steps of the phase are weakest there, and the phase stays longer. At the same phases $1 + \cos 4\theta = 0$, so the second-order growth, averaged over two neighbouring sites, vanishes. The wave thus favours the patterns that grow least, and $\xi$ must exceed the phase-averaged value.

The density was tested against a numerical solution that does not expand the recursion in $u$. At $t = 1$ eV and $W = 0.05$ eV the largest relative deviation from (14) is $9 \times 10^{-5}$.

### (i) Calculate the localization length at the band centre

*Solution.* Equation (12) needs the average of $1 + \cos 4\theta$ with the density (14). Put $x = 4\theta$. The integrands are even in $x$ and have period $2\pi$, so the range $0 < x < \pi$ is sufficient:

$$ 1 + \langle \cos 4\theta \rangle = \frac{ \displaystyle \int_0^\pi \frac{1 + \cos x}{\sqrt{3 + \cos x}} \, dx }{ \displaystyle \int_0^\pi \frac{dx}{\sqrt{3 + \cos x}} } . $$

Substitute $c = \cos(x/2)$, which runs from 1 to 0. Then

$$ 1 + \cos x = 2c^2 , \qquad 3 + \cos x = 2(1 + c^2) , \qquad dx = - \frac{2 \, dc}{\sqrt{1 - c^2}} . $$

The minus sign reverses the limits. The two square roots combine through $(1 + c^2)(1 - c^2) = 1 - c^4$, and the common constants cancel between numerator and denominator:

$$ 1 + \langle \cos 4\theta \rangle = 2 \, \frac{ \displaystyle \int_0^1 c^2 (1 - c^4)^{-1/2} \, dc }{ \displaystyle \int_0^1 (1 - c^4)^{-1/2} \, dc } . $$

Now let $s = c^4$, so $dc = \frac14 s^{-3/4} ds$. The numerator integral becomes

$$ \frac14 \int_0^1 s^{-1/4} (1 - s)^{-1/2} \, ds = \frac14 B\left( \tfrac34, \tfrac12 \right) , $$

and in the same way the denominator is $\frac14 B(\frac14, \frac12)$. The beta function is $B(a, b) = \Gamma(a) \Gamma(b) / \Gamma(a + b)$. The factors $\Gamma(\frac12)$ cancel, and $\Gamma(\frac54) = \frac14 \Gamma(\frac14)$, so

$$ \frac{B(\frac34, \frac12)}{B(\frac14, \frac12)} = \frac{\Gamma(\frac34)}{\Gamma(\frac54)} \, \frac{\Gamma(\frac34)}{\Gamma(\frac14)} = 4 \left[ \frac{\Gamma(\frac34)}{\Gamma(\frac14)} \right]^2 . $$

The required average is therefore

$$ 1 + \langle \cos 4\theta \rangle = 8 \left[ \frac{\Gamma(\frac34)}{\Gamma(\frac14)} \right]^2 = 0.91389 . \tag{15} $$

Insert this in (12) with $\langle u^2 \rangle = W^2 / 12t^2$. The factors of 8 cancel, and

$$ \boxed{ \xi = 12 \left[ \frac{\Gamma(\frac14)}{\Gamma(\frac34)} \right]^2 \frac{t^2}{W^2} = 105.045 \, \frac{t^2}{W^2} } \qquad (E = 0, \ W \to 0) . \tag{16} $$

Equivalently, the constant is $96/0.91389$. The localization length still scales as $1/W^2$, but its coefficient is about 9% larger than phase averaging would give. Making the disorder weaker at $E = 0$ does not remove the difference, because the distribution (14) does not depend on $W$. Extrapolating the numerical solution to $W = 0$ also gives 105.045 at the centre. At $E = 0.6$, 1.0 and 1.6 eV the same procedure gives 87.360, 72.000 and 34.560 for $\xi W^2/t^2$, in agreement with the phase-averaged formula.

### (j) Compare the two predictions with a simulation

Use the chain of part (f), with $t = 1$ eV, $W = 0.5$ eV and spacing 3 angstrom, now at $E = 0$.

*Solution.* Here $t^2/W^2 = 1/0.25 = 4$. Phase averaging would give

$$ 96 \times 4 \times 3 \text{ angstrom} = 1152 \text{ angstrom} , $$

whereas (16) gives

$$ 105.045 \times 4 \times 3 \text{ angstrom} = 1260.5 \text{ angstrom} . $$

Direct simulation of the recursion gives 1255.3 angstrom with a standard error of 3.4 angstrom. It lies 103 angstrom above the phase-averaged value, about 30 standard errors, and 5 angstrom below the weak-disorder value, about 1.5 standard errors. In scaled form, the simulation gives $\xi W^2/t^2 = 104.6 \pm 0.3$.

The numerical phase distribution at this $W$ gives 1257.8 angstrom, or 2377 bohr, which agrees with the simulation within its standard error. It is 0.2% below the weak-disorder value. Corrections of higher order in $W$ are thus much smaller here than the anomaly.

### (k) How wide is the anomaly in energy?

Find the energy scale on which the coefficient returns from 105 to 96, and estimate the shape of the crossover.

*Solution.* Near the centre write $k = \pi/2 - \kappa$. Then $E = 2t \sin \kappa \approx 2t\kappa$, so $\kappa \approx E/2t$. Let $\kappa$ be of the same order as $\langle u^2 \rangle$. For even $m$,

$$ 1 - e^{2imk} = 1 - e^{-2im\kappa} \approx 2im\kappa , $$

and both sides of (8) are now of the same order. Dividing by $\langle u^2 \rangle$ and proceeding as in part (h) replaces (13) by

$$ \left\langle (A - \lambda) f' + \tfrac12 D f'' \right\rangle = 0 , \qquad \lambda = \frac{\kappa}{\langle u^2 \rangle} = \frac{E}{2t} \, \frac{12 t^2}{W^2} = \frac{6Et}{W^2} . \tag{17} $$

The energy adds a steady drift $-\lambda$ to the phase. Odd moments remain small, and (12) still holds to leading order. Energy and disorder enter (17) through $\lambda$ alone, so $\xi W^2/t^2$ is a function of the single variable $y = Et/W^2$.

An estimate of this function follows from $m = 2$, where $f = e^{4i\theta}$, $f' = 4if$ and $f'' = -16f$. The drift and diffusion terms are

$$ A f' = - \frac{i}{2} \sin 4\theta \, e^{4i\theta} = \frac14 - \frac14 e^{8i\theta} , $$

$$ \tfrac12 D f'' = - (3 + \cos 4\theta) \, e^{4i\theta} = - 3 e^{4i\theta} - \frac12 e^{8i\theta} - \frac12 . $$

Adding them to $-4i\lambda e^{4i\theta}$ and averaging gives

$$ (3 + 4i\lambda) M_2 = - \frac14 - \frac34 M_4 . $$

Neglect $M_4$. This is an approximation, to be judged by its results. Then $M_2 \approx -1/[4(3 + 4i\lambda)]$, whose real part is

$$ \langle \cos 4\theta \rangle \approx - \frac{3}{4(9 + 16\lambda^2)} = - \frac{1}{12(1 + 64y^2)} , $$

where $16\lambda^2 = 576y^2$ was used. Since phase averaging gives 96 near the centre,

$$ \frac{\xi W^2}{t^2} \approx \frac{96}{1 - \dfrac{1}{12(1 + 64y^2)}} . \tag{18} $$

In this estimate the average $\langle \cos 4\theta \rangle$ falls to half its central value at $y = 1/8$, that is, at $|E| = W^2/8t$.

The numerical solution at $t = 1$ eV and $W = 0.1$ eV shows how good the estimate is:

| $E$ (eV) | $y$ | numerical $\xi W^2/t^2$ | estimate (18) |
|---|---|---|---|
| 0 | 0 | 105.04 | 104.7 |
| 0.001 | 0.1 | 101.10 | 101.1 |
| 0.005 | 0.5 | 96.46 | 96.5 |

At $E = 0.02$ eV, where $y = 2$, the numerical value is 96.01. The dependence on $y$ alone was tested by repeating the calculation at $W = 0.05$ eV: at equal $y$, the values of $\xi W^2/t^2$ differ by less than 0.5.

The width has a direct meaning. Multiplied by $\langle u^2 \rangle$, the factor $3 + 4i\lambda$ in the equation for $M_2$ contains two rates per site. The disorder damps the harmonic $e^{4i\theta}$ at the rate $3 \langle u^2 \rangle = W^2/4t^2$, and the energy turns its phase at the rate $4|\kappa| \approx 2|E|/t$. The two rates are equal at $|E| = W^2/8t$, the half-width of the estimate. When the turning is much faster than the damping, $M_2$ is small and the coefficient returns to 96. Since the width shrinks as $W^2$, any fixed nonzero energy inside the band lies outside the anomaly once the disorder is weak enough. For the chain of part (f), $W^2/8t$ is about 0.03 eV, so the energy of 0.6 eV used there is far outside it.

## Table of computed values

```
hopping t = 1.0 eV, disorder width W = 0.5 eV
lattice spacing = 3.0 angstrom
E = 0.0 eV:
  phase-averaged xi = 1152.0 angstrom
  correct weak-disorder xi = 1260.5 angstrom
  finite-W stationary-phase xi = 1257.8 angstrom
  simulated xi = 1255.3 angstrom
  its standard error = 3.4 angstrom
  simulated xi W^2/t^2 = 104.61 +- 0.28 (no unit)
E = 0.6 eV:
  phase-averaged xi = 1048.3 angstrom
  correct weak-disorder xi = 1048.3 angstrom
  finite-W stationary-phase xi = 1044.9 angstrom
  simulated xi = 1044.8 angstrom
  its standard error = 2.5 angstrom
  simulated xi W^2/t^2 = 87.07 +- 0.21 (no unit)
finite-W band-centre xi = 2376.9 bohr
weak-disorder limits of xi W^2/t^2 (no unit):
  E = 0: numerical 105.045, closed form 105.045, phase-averaged 96.000
  E = 0.6 eV: numerical 87.360, phase-averaged 87.360
  E = 1.0 eV: numerical 72.000, phase-averaged 72.000
  E = 1.6 eV: numerical 34.560, phase-averaged 34.560
band centre, W = 0.05 eV:
  <cos 4theta> numerical = -0.08610
  <cos 4theta> closed form = -0.08611
  1 + <cos 4theta> closed form = 0.91389
  largest relative density error = 9.0e-05
phase moments at E = 0.6 eV, W = 0.05 eV:
  |<exp 2i theta>| = 3.000e-05, formula 3.000e-05
  |<exp 4i theta>| = 5.001e-05, formula 5.000e-05
return to 96 at W = 0.1 eV:
  E = 0.0000 eV, E t/W^2 = 0.00: xi W^2/t^2 = 105.04
  E = 0.0005 eV, E t/W^2 = 0.05: xi W^2/t^2 = 103.57
  E = 0.0010 eV, E t/W^2 = 0.10: xi W^2/t^2 = 101.10
  E = 0.0020 eV, E t/W^2 = 0.20: xi W^2/t^2 = 98.24
  E = 0.0050 eV, E t/W^2 = 0.50: xi W^2/t^2 = 96.46
  E = 0.0200 eV, E t/W^2 = 2.00: xi W^2/t^2 = 96.01
eigenstate check near E = 0, W = 2.0 eV:
  decay rate of eigenstates = 0.0395 per site
  growth rate gamma = 0.0391 per site
```
